\section*{Inverting the Ultrasoft Overlap Operator for Atoms with Overlapping Projectors, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two atoms with one projector each}

Take two identical atoms, each carrying a single real projector $|\beta_1\rangle$, $|\beta_2\rangle$ and a single augmentation integral $q$. The ultrasoft overlap operator is
\begin{equation}
S = 1 + q\,|\beta_1\rangle\langle\beta_1| + q\,|\beta_2\rangle\langle\beta_2| .
\end{equation}
Two inner products fix its algebra: the on-site norm $g=\langle\beta_1|\beta_1\rangle=\langle\beta_2|\beta_2\rangle$ and the intersite overlap $\Delta=\langle\beta_1|\beta_2\rangle$, which is real here. A projector has the dimension of a wave function, $(\text{length})^{-3/2}$, so $q$, $g$ and $\Delta$ are pure numbers.

For one atom alone, $|\beta\rangle\langle\beta|$ squared is $g\,|\beta\rangle\langle\beta|$, so
\begin{equation}
\bigl(1+q|\beta\rangle\langle\beta|\bigr)\bigl(1-m|\beta\rangle\langle\beta|\bigr)
=1+(q-m-qgm)\,|\beta\rangle\langle\beta| .
\end{equation}
The bracket vanishes for
\begin{equation}
m_0=\frac{q}{1+qg}.
\end{equation}
Adding the one-atom corrections gives the atom-block-diagonal candidate for the inverse,
\begin{equation}
S_0^{-1}=1-m_0|\beta_1\rangle\langle\beta_1|-m_0|\beta_2\rangle\langle\beta_2| .
\end{equation}
The symbol $S_0^{-1}$ names this operator as a whole. It is not assumed to be the inverse of anything.

Both operators are the identity on every state orthogonal to the two projectors. On the plane that the projectors span, use $|\beta_\pm\rangle=|\beta_1\rangle\pm|\beta_2\rangle$. These two states are orthogonal, since $\langle\beta_+|\beta_-\rangle=g-\Delta+\Delta-g=0$. Their inner products with the projectors are $\langle\beta_1|\beta_\pm\rangle=g\pm\Delta$ and $\langle\beta_2|\beta_\pm\rangle=\Delta\pm g=\pm(g\pm\Delta)$. For any number $a$ it follows that
\begin{equation}
a\bigl(|\beta_1\rangle\langle\beta_1|+|\beta_2\rangle\langle\beta_2|\bigr)|\beta_\pm\rangle
=a\,(g\pm\Delta)\,|\beta_\pm\rangle .
\end{equation}
The eigenvalues of $S$ on the plane are therefore $1+qg\pm q\Delta$, and those of $S_0^{-1}$ are
\begin{equation}
1-m_0(g\pm\Delta)=\frac{1+qg-qg\mp q\Delta}{1+qg}=\frac{1\mp q\Delta}{1+qg}.
\label{eq:s0eig}
\end{equation}
Define $x=m_0\Delta$, so that $1+qg\pm q\Delta=(1+qg)(1\pm x)$. The product of the two eigenvalues is
\begin{align}
(1\pm x)(1\mp q\Delta) &= 1\pm x\mp q\Delta-xq\Delta \nonumber\\
&=1\mp xqg-xq\Delta = 1\mp qx\,(g\pm\Delta),
\end{align}
where $q\Delta=x(1+qg)$ was used to write $x-q\Delta=-xqg$. The product equals one only if $qx=0$, that is $q^2\Delta=0$, the case $g=|\Delta|$ of coinciding projectors being excluded. The block-diagonal form is thus not the inverse when the projectors have a nonzero inner product.

The true inverse needs a coefficient $m_\pm$ in each sector with $1-m_\pm(g\pm\Delta)=1/[1+q(g\pm\Delta)]$. Subtracting, $m_\pm(g\pm\Delta)=q(g\pm\Delta)/[1+q(g\pm\Delta)]$, hence
\begin{equation}
m_\pm=\frac{q}{(1+qg)(1\pm x)}=\frac{m_0}{1\pm x}.
\end{equation}
Write $S^{-1}=1-\sum_{IJ}|\beta_I\rangle M_{IJ}\langle\beta_J|$ with $M_{11}=M_{22}$ and $M_{12}=M_{21}$. Acting on $|\beta_\pm\rangle$, the sum gives $(M_{11}\pm M_{12})(g\pm\Delta)|\beta_\pm\rangle$, so $m_\pm=M_{11}\pm M_{12}$ and
\begin{align}
M_{11}&=\frac{m_++m_-}{2}=\frac{m_0}{1-x^2}=m_0(1+x^2+\dots),\label{eq:m11}\\
M_{12}&=\frac{m_+-m_-}{2}=-\frac{m_0x}{1-x^2}=-m_0(x+x^3+\dots).\label{eq:m12}
\end{align}
The exact inverse couples the two atoms although $S$ contains no term $|\beta_1\rangle\langle\beta_2|$. The coupling is first order in $\Delta$, the on-site coefficient changes at second order, and the expansion parameter is $m_0\Delta$ and not $\Delta$ alone.

\section{The exact inverse}

\subsection{Notation}

Let atom $I$ carry projectors $|\beta^I_i\rangle$ and a Hermitian matrix $q^I_{ij}$. Collect all projectors as the columns of a map $B$ from coefficient vectors to states, $Bv=\sum_{Ii}|\beta^I_i\rangle v_{Ii}$, with adjoint $(B^\dagger\psi)_{Ii}=\langle\beta^I_i|\psi\rangle$. Then
\begin{equation}
S=1+BQB^\dagger,\qquad Q=\mathrm{diag}(Q_1,Q_2,\dots),\qquad (Q_I)_{ij}=q^I_{ij}.
\end{equation}
The matrix $Q$ is block-diagonal in atoms. It may be singular and it may have eigenvalues of both signs, so $Q^{-1}$ is never used below. The Gram matrix is split into on-site and intersite parts,
\begin{equation}
G=B^\dagger B=G_0+\Delta ,
\end{equation}
where $G_0$ keeps the blocks $G_{II}$, and $\Delta$ keeps the blocks $\Delta_{IJ}=G_{IJ}$ for $I\ne J$ and has $\Delta_{II}=0$. All three matrices are Hermitian, and $G$ and $G_0$ are positive semidefinite. It is assumed that $S$ is invertible and that each one-atom operator $S_I=1+B_IQ_IB_I^\dagger$ is invertible.

\subsection{Solving for the kernel}

Two identities follow from the definitions by multiplying out:
\begin{equation}
SB=B+BQG=B(1+QG),\qquad B^\dagger S=(1+GQ)B^\dagger .
\label{eq:push}
\end{equation}
The first shows that $1+QG$ is invertible. If $(1+QG)v=0$ then $SBv=0$, so $Bv=0$ because $S$ is invertible; then $Gv=B^\dagger Bv=0$, and $(1+QG)v=0$ reduces to $v=0$. The same argument applied to each $S_I$ shows that $1+Q_IG_{II}$, and with it the block-diagonal $1+QG_0$, is invertible.

For any matrix $X$, the first identity gives
\begin{equation}
S\,(1-BXB^\dagger)=1+BQB^\dagger-B(1+QG)XB^\dagger
=1+B\bigl[Q-(1+QG)X\bigr]B^\dagger .
\label{eq:master}
\end{equation}
The bracket vanishes for $X=M$, with
\begin{equation}
M=(1+QG)^{-1}Q ,\qquad S^{-1}=1-BMB^\dagger .
\label{eq:M}
\end{equation}
A right inverse of an invertible operator is its inverse, so nothing more is needed. From $(1+QG)Q=Q(1+GQ)$, multiplied on the left by $(1+QG)^{-1}$ and on the right by $(1+GQ)^{-1}$, one has $M=Q(1+GQ)^{-1}$. This is the adjoint of the form in Eq.~(\ref{eq:M}), so $M$ is Hermitian.

From here on the projectors are taken as linearly independent wherever an ``only if'' is claimed. Then $G$ is positive definite, and $BYB^\dagger=0$ implies $GYG=0$ (multiply by $B^\dagger$ on the left and $B$ on the right) and so $Y=0$. In that case $M$ is unique. Also, Eq.~(\ref{eq:push}) says that $1+QG$ is the matrix of $S$ on the span of the projectors, in the basis of the projectors. The eigenvalues of $S$ are those of $1+QG$, together with the value one on the orthogonal complement, and $\det S=\det(1+QG)$.

\section{The block-diagonal form and its residual}

Inverting each atom separately means replacing $G$ by $G_0$:
\begin{equation}
M_0=(1+QG_0)^{-1}Q=Q(1+G_0Q)^{-1},\qquad S_0^{-1}=1-BM_0B^\dagger .
\end{equation}
The matrix $M_0$ is Hermitian and block-diagonal, with blocks $M_{0I}=(1+Q_IG_{II})^{-1}Q_I$ that need data from one atom only. For exact projectors they are the same for all atoms of a species; on a real-space grid $G_{II}$, and with it $M_{0I}$, also depends on where the atom sits relative to the grid points. Put $X=M_0$ in Eq.~(\ref{eq:master}) and split $G$:
\begin{equation}
Q-(1+QG_0)M_0-Q\Delta M_0=-Q\Delta M_0 ,
\end{equation}
because the first two terms cancel by the definition of $M_0$. Hence
\begin{equation}
SS_0^{-1}=1-BQ\Delta M_0B^\dagger .
\label{eq:res0}
\end{equation}
For independent projectors the residual vanishes if and only if $Q\Delta M_0=0$. Since $Q\Delta M_0=Q\Delta Q\,(1+G_0Q)^{-1}$ and the last factor is invertible, the condition is
\begin{equation}
Q\Delta Q=0,\qquad\text{that is}\qquad Q_I\Delta_{IJ}Q_J=0\quad\text{for all } I\neq J .
\label{eq:exact}
\end{equation}
This is the precise content of the statement that the block-diagonal inverse fails for overlapping projectors. Overlap of the spheres in space is not the criterion. An $s$ projector on one atom and a $p$ projector perpendicular to the bond on the other share a region of space, yet their inner product vanishes by reflection symmetry, and that pair contributes nothing to $\Delta$. A nonzero $\Delta$ is harmless as well if it connects only to combinations of projectors in the null space of $Q$, since these do not enter $S$. The program tests this last case with three projectors: $S_0^{-1}$ agrees with the dense inverse when $\Delta\neq0$ but $Q\Delta Q=0$, and disagrees once an element of $\Delta$ between two augmented projectors is switched on.

The same algebra covers any wrong Gram matrix. If $X=(1+QG')^{-1}Q$ is built from some $G'$, then writing $G=G'+(G-G')$ in Eq.~(\ref{eq:master}) gives the residual $-BQ(G-G')XB^\dagger$. In a finite basis $B$ means the projectors as represented in that basis, and $G$ must be computed from those represented projectors. A value of $G_{II}$ from the radial grid of the atomic generator leaves a residual of this form even for one isolated atom.

The operator $S_0^{-1}$ need not be positive, or even invertible. On the span of the projectors $S_0^{-1}B=B(1-M_0G)$, and
\begin{equation}
1-M_0G=(1+QG_0)^{-1}\bigl[1+QG_0-QG\bigr]=(1+QG_0)^{-1}(1-Q\Delta),
\end{equation}
so that
\begin{equation}
\det S_0^{-1}=\frac{\det(1-Q\Delta)}{\det(1+QG_0)} .
\end{equation}
Equation~(\ref{eq:s0eig}) is the two-projector case. With the round values $q=3$, $g=1$, $\Delta=0.5$ the even eigenvalue is $(1-1.5)/4=-0.125$, while the eigenvalues of $S$ on the plane are at least $1+3(1-0.5)=2.5$. An algorithm that needs a positive definite metric or preconditioner must check the eigenvalues of $1-M_0G$.

\section{Expansion in the intersite Gram matrix}

\subsection{Dyson form, series and remainder}

Factor out the on-site part:
\begin{equation}
1+QG=(1+QG_0)+Q\Delta=(1+QG_0)\bigl[1+M_0\Delta\bigr],
\label{eq:factor}
\end{equation}
using $(1+QG_0)^{-1}Q\Delta=M_0\Delta$. Both $1+QG$ and $1+QG_0$ are invertible, so $1+M_0\Delta$ is too. The inverse of a product is the product of inverses in reverse order, which gives
\begin{equation}
M=(1+M_0\Delta)^{-1}M_0,\qquad M=M_0-M_0\Delta M .
\label{eq:dyson}
\end{equation}
The adjoint of the second equation, all three matrices being Hermitian, is $M=M_0-M\Delta M_0$, or $M(1+\Delta M_0)=M_0$. Define the partial sums
\begin{equation}
M_n=\sum_{k=0}^{n}M_0(-\Delta M_0)^k ,\qquad S_n^{-1}=1-BM_nB^\dagger .
\label{eq:series}
\end{equation}
Each term $M_0\Delta M_0\cdots\Delta M_0$ reads the same from both ends, so $M_n$ and $S_n^{-1}$ are Hermitian. With $A=-\Delta M_0$ and $M_0=M(1-A)$, the sum telescopes:
\begin{equation}
M_n=M(1-A)\sum_{k=0}^nA^k=M\,(1-A^{n+1}).
\end{equation}
The remainder is thus known exactly, whether or not the series converges:
\begin{equation}
M-M_n=M(-\Delta M_0)^{n+1}.
\label{eq:rem}
\end{equation}
In Eq.~(\ref{eq:master}) with $X=M_n$, write $Q=(1+QG)M$. The bracket becomes $(1+QG)(M-M_n)=Q(-\Delta M_0)^{n+1}$, and
\begin{equation}
SS_n^{-1}-1=BQ(-\Delta M_0)^{n+1}B^\dagger .
\label{eq:resn}
\end{equation}
For $n=0$ this is Eq.~(\ref{eq:res0}). The norm of the left side is the largest value of $\|Sz-y\|/\|y\|$ when $z=S_n^{-1}y$ is used as the solution of $Sz=y$; it is an error relative to the right-hand side $y$. For the two-atom case, $-\Delta M_0$ has eigenvalues $\mp x$ on the even and odd coefficient vectors, the residual has eigenvalues $q(\mp x)^{n+1}(g\pm\Delta)$ on the orthogonal states $|\beta_\pm\rangle$, and its spectral norm is
\begin{equation}
\|SS_n^{-1}-1\|=|q|\,|x|^{n+1}\,(g+|\Delta|).
\label{eq:dimernorm}
\end{equation}

\subsection{Structure of the terms}

Since $M_0$ is block-diagonal and $\Delta$ has no diagonal blocks, the block $IJ$ of the term of order $k$ is
\begin{equation}
M^{(k)}_{IJ}=(-1)^k\sum_{K_1,\dots,K_{k-1}}
M_{0I}\Delta_{IK_1}M_{0K_1}\Delta_{K_1K_2}\cdots\Delta_{K_{k-1}J}M_{0J},
\end{equation}
a sum over walks of $k$ hops from $I$ to $J$ in which consecutive atoms differ and have overlapping projectors. The first two orders are
\begin{align}
M^{(1)}_{IJ}&=-M_{0I}\Delta_{IJ}M_{0J},\\
M^{(2)}_{IJ}&=\sum_{K\neq I,J}M_{0I}\Delta_{IK}M_{0K}\Delta_{KJ}M_{0J}.
\end{align}
The first order has no on-site block. The on-site blocks change first at second order, through the walks $I\to K\to I$. Two atoms that are $p$ hops apart on the graph of nonzero $\Delta_{IJ}$ are coupled no earlier than order $p$, and at that order unless the shortest walks vanish or cancel, so the exact $M$ in general reaches beyond the neighbours whose spheres overlap. The program checks both coefficients block by block for three atoms with 2, 3 and 2 complex projectors and an indefinite, singular $Q$: it scales the intersite part, $G=G_0+t\Delta$, extracts $M(t)$ from a dense inverse of $S$, and takes finite differences in $t$. Equations~(\ref{eq:M}) and (\ref{eq:resn}), the latter for $n=0$ to $3$, and both determinant formulas are tested on the same system against dense matrices.

\subsection{Applying the series}

The partial sums obey $M_{n+1}=M_0-M_0\Delta M_n$, as one sees by multiplying Eq.~(\ref{eq:series}) by $-M_0\Delta$ and adding $M_0$. To apply $S_n^{-1}$ to a state $y$, form $b=B^\dagger y$ once, set $u_0=M_0b$, iterate
\begin{equation}
u_{j+1}=M_0\,(b-\Delta u_j),
\end{equation}
and return $y-Bu_n$. The iteration runs in the space of projector coefficients and uses only the sparse $\Delta$ and the one-atom blocks $M_{0I}$. It is the block Jacobi iteration for the linear system $(1+QG)u=Qb$, whose diagonal blocks are $1+QG_0$ and whose off-diagonal blocks are $Q\Delta$. Atoms may be grouped into clusters: all the algebra above used only that $Q$ is block-diagonal, so $G_0$ may contain the whole Gram block of a cluster, provided the overlap operator of each cluster is invertible, and $\Delta$ then holds the intercluster blocks only.

\section{Convergence}

\subsection{The criterion}

Let $\rho$ be the spectral radius of $M_0\Delta$. The products $XY$ and $YX$ have the same nonzero eigenvalues, because $XYv=\eta v$ with $\eta\ne0$ implies $YX(Yv)=\eta\,Yv$ with $Yv\neq0$; so $\rho$ is also the spectral radius of $\Delta M_0$. The powers of a finite matrix tend to zero if and only if its spectral radius is below one. If $\rho<1$, Eq.~(\ref{eq:rem}) gives $M_n\to M$. Conversely, if the series converges its terms $M_0(\Delta M_0)^k$ tend to zero; multiplying on the left by $\Delta$ gives $(\Delta M_0)^{k+1}\to0$, and so $\rho<1$. The series converges if and only if $\rho(M_0\Delta)<1$.

This number does not depend on how the projectors of an atom are normalized or mixed. Under $B\to BT$ with $T$ block-diagonal and invertible, $S$ is unchanged if $Q\to T^{-1}Q\,T^{-\dagger}$. Then $G_0\to T^\dagger G_0T$, $\Delta\to T^\dagger\Delta T$, $1+QG_0\to T^{-1}(1+QG_0)T$, $M_0\to T^{-1}M_0T^{-\dagger}$ and $M_0\Delta\to T^{-1}M_0\Delta\,T$, a similarity transformation. The size of the elements of $\Delta$ alone has no invariant meaning.

\subsection{A sufficient condition}

Choose $T=G_0^{-1/2}$, which orthonormalizes the projectors within each atom. Then $\tilde G_0=1$, $\tilde Q=G_0^{1/2}QG_0^{1/2}$, $\tilde M_0=(1+\tilde Q)^{-1}\tilde Q$ and $\tilde\Delta=G_0^{-1/2}\Delta G_0^{-1/2}$. The Hermitian $\tilde M_0$ has eigenvalues $\tilde q/(1+\tilde q)$, where $1+\tilde q$ are the eigenvalues of the one-atom operators $S_I$ on their projectors, and its norm is
\begin{equation}
\mu=\max\left|\frac{\tilde q}{1+\tilde q}\right| .
\end{equation}
These are also the eigenvalues of $G_0M_0$, which is similar to $\tilde M_0=G_0^{1/2}M_0G_0^{1/2}$. Let $\sigma_{IJ}=\|\tilde\Delta_{IJ}\|$, the cosine of the smallest angle between the projector spaces of atoms $I$ and $J$. Take an eigenvector $v$ of the Hermitian $\tilde\Delta$ with eigenvalue $\eta$ and the atom $I$ on which $\|v_I\|$ is largest. Row $I$ of the eigenvalue equation gives $|\eta|\,\|v_I\|\le\sum_J\sigma_{IJ}\|v_J\|\le\|v_I\|\sum_J\sigma_{IJ}$. Hence $\|\tilde\Delta\|\le\nu$ with $\nu=\max_I\sum_J\sigma_{IJ}$, and since a spectral radius does not exceed a norm,
\begin{equation}
\rho\le\mu\nu .
\label{eq:bound}
\end{equation}
This is an upper bound and not an estimate of $\rho$. It held in each of 300 random three-atom cases in the program, with the eigenvalues of $Q$ drawn with random sign. If $\mu\nu<1$ it also bounds the range of $M$: for atoms $p$ hops apart the series starts at order $p$, each term has norm at most $\mu(\mu\nu)^k$, and the geometric sum gives $\|\tilde M_{IJ}\|\le\mu(\mu\nu)^p/(1-\mu\nu)$. For $\tilde q\ge0$ one has $\mu<1$. For $\tilde q$ near $-1$, an almost singular one-atom overlap, $\mu$ is large and a small intersite overlap can suffice to make $\rho$ exceed one.

\subsection{Positive semidefinite $Q$}

If $Q\ge0$ it has a Hermitian square root. Let $C=1+Q^{1/2}G_0Q^{1/2}$, which is positive definite. From $(1+QG_0)Q^{1/2}=Q^{1/2}C$ follows $(1+QG_0)^{-1}Q^{1/2}=Q^{1/2}C^{-1}$, and so $M_0=Q^{1/2}C^{-1}Q^{1/2}$. Write $M_0\Delta=XY$ with $X=Q^{1/2}C^{-1/2}$ and $Y=C^{-1/2}Q^{1/2}\Delta$. The nonzero eigenvalues are those of
\begin{equation}
W=YX=C^{-1/2}Q^{1/2}\Delta\,Q^{1/2}C^{-1/2},
\end{equation}
which is Hermitian, so they are real. Moreover
\begin{equation}
1+W=C^{-1/2}\bigl[C+Q^{1/2}\Delta Q^{1/2}\bigr]C^{-1/2}
=C^{-1/2}\bigl[1+Q^{1/2}GQ^{1/2}\bigr]C^{-1/2}
\end{equation}
is positive definite because $G\ge0$. All eigenvalues of $M_0\Delta$ are then greater than $-1$. No upper limit of $+1$ follows in general.

An upper limit does follow when the overlap graph is bipartite, meaning that the atoms fall into two sets with $\Delta_{IJ}=0$ inside each set. Any pair of atoms, and an open chain or a ring of an even number of sites with nearest-neighbour overlap only, are of this kind; a ring of an odd number of sites is not. Let $P$ be $+1$ on the coefficients of one set and $-1$ on the other, with $P^2=1$. Then $PM_0P=M_0$, as $M_0$ is block-diagonal, and $P\Delta P=-\Delta$, as $\Delta$ connects only different sets. So $PM_0\Delta P=-M_0\Delta$, and the spectrum is symmetric about zero. With all eigenvalues real and above $-1$, all lie below $+1$. For $Q\ge0$ and a bipartite graph the series converges however strong the overlap. In 300 random pairs with singular $Q\ge0$ the program asserts a real, symmetric spectrum inside the interval $(-1,1)$, and the largest $\rho$ met was $0.944$. In 300 random triples it asserts real eigenvalues above $-1$, and the largest eigenvalue met was $1.167$, outside the region of convergence.

The exact inverse of $S$ couples different atoms, and its expansion in the intersite Gram matrix $\Delta$ converges if and only if $\rho(M_0\Delta)<1$, which always holds for $Q\ge0$ on a bipartite overlap graph. What remains is to show how the series fails when these conditions are dropped, and to treat periodic systems, the effect on eigenvalues and a worked example.
